# Radius of Gyration of Ideal Star Polymers with Equal Arms

## I. The theorem for ideal stars

### Definitions and conventions

A star polymer has $f$ linear arms joined at one point, the core. Each arm is a string of $n$ bonds. A bond here is a statistical segment of the chain, not a single chemical bond. The molecule has $N=fn$ bonds in all. One bead of equal mass sits at the core and one at the outer end of every bond, so the number of beads is
$$M=N+1=fn+1 .$$
The linear chain used for comparison has the same number $N$ of bonds in a single string, and therefore also $M=N+1$ beads. Equal segment number thus means equal mass in this model.

The bead positions are $\mathbf R_0,\dots,\mathbf R_N$ and the centre of mass is $\mathbf R_{\rm c}=M^{-1}\sum_i\mathbf R_i$. The squared radius of gyration of one conformation is
$$S^2=\frac1M\sum_{i=0}^{N}|\mathbf R_i-\mathbf R_{\rm c}|^2 .$$
Angle brackets denote the average over conformations. The mean squared radius of gyration is $\langle S^2\rangle$, and $R_{\rm g}=\sqrt{\langle S^2\rangle}$ is the length quoted as the size of the molecule.

**Assumption of ideality.** Let $\mathbf u_\alpha$ be the vector along bond $\alpha$. For all bonds, in the star and in the linear chain,
$$\langle\mathbf u_\alpha\cdot\mathbf u_\beta\rangle=b^2\delta_{\alpha\beta}, \tag{1}$$
where $\delta_{\alpha\beta}$ is one for $\alpha=\beta$ and zero otherwise. This holds, for example, if the bonds are independent, have zero mean and have mean square length $b^2$. Rigid bonds with free joints and Gaussian springs both qualify. Condition (1) also applies to two bonds that meet at the core: the arms do not push each other apart.

### Theorem

Under assumption (1), with $f\ge1$ and $n\ge1$, the two molecules have
$$\langle S^2\rangle_{\rm lin}=\frac{b^2N(N+2)}{6(N+1)}, \tag{2}$$
$$\langle S^2\rangle_{\rm star}=\frac{b^2fn(n+1)\,[(3f-2)n+2]}{6(fn+1)^2}. \tag{3}$$
Their ratio is
$$g_n=\frac{\langle S^2\rangle_{\rm star}}{\langle S^2\rangle_{\rm lin}}
=\frac{(n+1)\,[(3f-2)n+2]}{(fn+1)(fn+2)}, \tag{4}$$
and, when $n$ grows at fixed $f$,
$$g_n\longrightarrow g=\frac{3f-2}{f^2}. \tag{5}$$

The familiar factor $(3f-2)/f^2$ is therefore a law for long arms. Equation (4) holds for arms of any length within the bead model.

### Lemma 1: the size as a sum over pairs

For every conformation,
$$S^2=\frac1{M^2}\sum_{i<j}|\mathbf R_i-\mathbf R_j|^2 . \tag{6}$$

**Proof.** Put $\mathbf s_i=\mathbf R_i-\mathbf R_{\rm c}$. The definition of the centre of mass gives $\sum_i\mathbf s_i=0$. The difference $\mathbf R_i-\mathbf R_j$ equals $\mathbf s_i-\mathbf s_j$, so the sum over all ordered pairs is
$$\sum_{i,j}|\mathbf R_i-\mathbf R_j|^2=\sum_{i,j}\left(s_i^2+s_j^2-2\,\mathbf s_i\cdot\mathbf s_j\right)
=2M\sum_i s_i^2-2\Big|\sum_i\mathbf s_i\Big|^2 .$$
The last term vanishes. Since $\sum_i s_i^2=MS^2$, the right side is $2M^2S^2$. Each unordered pair appears twice on the left, and the terms with $i=j$ are zero. Division by $2M^2$ gives (6). $\square$

This form removes the centre of mass, whose position depends on every bond. Only distances between beads remain.

### Lemma 2: distance along the molecule

Let $L_{ij}$ be the number of bonds on the path from bead $i$ to bead $j$. Then
$$\langle|\mathbf R_i-\mathbf R_j|^2\rangle=b^2L_{ij}. \tag{7}$$

**Proof.** Neither molecule has a closed loop, so one path joins the two beads. The separation is $\sum_\alpha\epsilon_\alpha\mathbf u_\alpha$, where the sum runs over the bonds of the path. The sign $\epsilon_\alpha=\pm1$ records whether the path follows the bond vector or opposes it. Squaring and averaging gives
$$\sum_{\alpha,\beta}\epsilon_\alpha\epsilon_\beta\langle\mathbf u_\alpha\cdot\mathbf u_\beta\rangle=b^2\sum_\alpha\epsilon_\alpha^2=b^2L_{ij},$$
because (1) removes every term with $\alpha\ne\beta$ and because $\epsilon_\alpha^2=1$. $\square$

In the star, two beads that lie $s$ and $t$ bonds from the core on different arms have $L_{ij}=s+t$. On the same arm $L_{ij}=|s-t|$. The star is smaller than the linear chain because its paths are shorter on average. No attraction between arms is involved.

### Lemma 3: counting bonds instead of pairs

Suppose that cutting bond $\alpha$ separates $m_\alpha$ beads from the other $M-m_\alpha$. Then
$$\langle S^2\rangle=\frac{b^2}{M^2}\sum_\alpha m_\alpha(M-m_\alpha). \tag{8}$$

**Proof.** Lemmas 1 and 2 give $\langle S^2\rangle=(b^2/M^2)\sum_{i<j}L_{ij}$. The number $L_{ij}$ counts the bonds on the path between $i$ and $j$. Summed over pairs, it counts every bond once for each pair whose path uses that bond. A path uses bond $\alpha$ when its two ends lie on opposite sides of the cut. There are $m_\alpha(M-m_\alpha)$ such pairs. $\square$

A bond in the middle of a linear chain separates two large groups and contributes much to the size. A bond near a free end contributes little. In a star with many arms, each bond separates at most one arm from the rest.

### Proof of the theorem

Two sums are needed. The first is $\sum_{m=1}^{k}m=k(k+1)/2$. For the second, add the identity $(m+1)^3-m^3=3m^2+3m+1$ from $m=1$ to $k$. The left side telescopes to $(k+1)^3-1$, so
$$3\sum_{m=1}^{k}m^2=(k+1)^3-1-\frac{3k(k+1)}2-k=(k+1)\left[(k+1)^2-1-\frac{3k}2\right].$$
The square bracket is $k^2+k/2=k(2k+1)/2$. Hence $\sum_{m=1}^{k}m^2=k(k+1)(2k+1)/6$, and for any $M$
$$\sum_{m=1}^{k}m(M-m)=\frac{k(k+1)}6\,(3M-2k-1). \tag{9}$$

*Linear chain.* Number the bonds from one end. Cutting bond $m$ leaves $m$ beads on that side, with $m=1,\dots,N$. With $k=N$ and $M=N+1$, the last factor in (9) is $3N+3-2N-1=N+2$. Lemma 3 then gives
$$\langle S^2\rangle_{\rm lin}=\frac{b^2}{(N+1)^2}\,\frac{N(N+1)(N+2)}6,$$
which is (2) after cancelling one factor $N+1$.

*Star.* Number the bonds of an arm from its free end. Cutting bond $m$ leaves $m$ beads on the outer side, with $m=1,\dots,n$. All $f$ arms give the same sum, which is (9) with $k=n$. The last factor is now
$$3M-2n-1=3fn+3-2n-1=(3f-2)n+2 .$$
Multiplication by $f$ and division by $M^2=(fn+1)^2$ gives (3).

*Ratio.* Write (2) with $N=fn$ and divide it into (3). The factors $b^2$, $fn$ and $6$ cancel, as does one factor $fn+1$. What remains is (4).

*Limit.* Divide the numerator and denominator of (4) by $n^2$:
$$g_n=\frac{(1+1/n)\,(3f-2+2/n)}{(f+1/n)(f+2/n)} .$$
For $n\to\infty$ at fixed $f$ this tends to $(3f-2)/f^2$. $\square$

### Remark 1: cases that can be checked by hand

For $f=1$ the star is a linear chain with its core at one end. Equation (4) becomes $(n+1)(n+2)/[(n+1)(n+2)]=1$. For $f=2$ the core is an interior bead of a linear chain, and (4) gives $(n+1)(4n+2)/[(2n+1)(2n+2)]=1$.

For $n=1$ each arm is one bond, and (3) gives $\langle S^2\rangle=b^2f^2/(f+1)^2$. This tends to $b^2$ for many arms. Nearly all the mass then lies a root-mean-square distance $b$ from the core, and the centre of mass approaches the core.

### Remark 2: how long the arms must be

The difference between (4) and (5) has a closed form. Over the common denominator $f^2(fn+1)(fn+2)$, its numerator is
$$f^2(n+1)[(3f-2)n+2]-(3f-2)(fn+1)(fn+2).$$
The terms in $n^2$ cancel. The coefficient of $n$ is $3f^3-3f(3f-2)=3f(f^2-3f+2)$. The constant is $2f^2-2(3f-2)=2(f^2-3f+2)$. Since $f^2-3f+2=(f-1)(f-2)$,
$$g_n-g=\frac{(f-1)(f-2)(3fn+2)}{f^2(fn+1)(fn+2)} . \tag{10}$$
For $f\ge3$ this is positive, so the long-arm formula underestimates the ratio in the bead model. Dividing by $g$ and keeping the leading power of $1/n$ gives
$$\frac{g_n}{g}-1\simeq\frac{3(f-1)(f-2)}{f(3f-2)\,n}. \tag{11}$$

The arms must be long, and a large total $N$ is not sufficient. If $f$ grows at fixed $n$, (4) gives $g_n\simeq3(n+1)/(nf)$, while $g\simeq3/f$. The relative excess over $g$ tends to $1/n$, which is 100 % for arms of one bond, however large the molecule.

### Remark 3: pairs on one arm and on two arms

The limit can also be obtained from the pair sum, which shows where the size comes from. Take $n$ large and keep leading powers of $n$.

One arm by itself is a linear chain with mean squared radius $nb^2/6$. By Lemma 1 its pairs contribute $n^2\cdot nb^2/6$ to the sum in (6). There are $f$ arms, and division by $M^2\simeq f^2n^2$ gives
$$\frac{nb^2}{6f}=\frac1{f^2}\,\frac{Nb^2}6 .$$

There are $f(f-1)/2$ pairs of arms, each with $n^2$ pairs of beads. A bead lies $n/2$ bonds from the core on average, so the mean path between two arms has $n$ bonds. The contribution is
$$\frac{f(f-1)}2\,\frac{n^2\cdot nb^2}{f^2n^2}=\frac{(f-1)nb^2}{2f}=\frac{3(f-1)}{f^2}\,\frac{Nb^2}6 .$$

The long linear chain has $\langle S^2\rangle=Nb^2/6$. The two shares add to $(1+3f-3)/f^2=(3f-2)/f^2$, as required.

For many long arms the total tends to $nb^2/2$. At fixed arm length the size therefore saturates as arms are added. At fixed total $N$ it falls, because each arm becomes shorter.

### Proposition: unequal arms

Let arm $i$ hold a fixed fraction $w_i$ of the bonds, with $\sum_iw_i=1$. For long arms,
$$g=\sum_{i=1}^{f}\left(3w_i^2-2w_i^3\right). \tag{12}$$

**Proof.** In (8) put $x=m/N$. For large $N$ the sum over an arm becomes an integral, with $m(M-m)\simeq N^2x(1-x)$ and $N\,dx$ bonds in the interval $dx$. Thus
$$\langle S^2\rangle\simeq Nb^2\sum_i\int_0^{w_i}x(1-x)\,dx=Nb^2\sum_i\left(\frac{w_i^2}2-\frac{w_i^3}3\right).$$
Division by $Nb^2/6$ gives (12). $\square$

For $w_i=1/f$ the sum is $3/f-2/f^2$, which is (5). The function $3w^2-2w^3$ has second derivative $6-12w$, so it is convex for $w\le1/2$. If no arm holds more than half the bonds, Jensen's inequality then shows that equal arms give the smallest $g$ for that $f$.

## II. A resist-sized example and the limits of the model

### Symbols and results carried over

A star has $f$ arms of $n$ bonds, $N=fn$ bonds in total and $M=N+1$ beads. The bond length is $b$, and $L_{ij}$ is the number of bonds between beads $i$ and $j$. The mean squared radius of gyration is $\langle S^2\rangle$, with $R_{\rm g}=\sqrt{\langle S^2\rangle}$. For uncorrelated bonds the first half proved
$$\langle S^2\rangle=\frac{b^2}{M^2}\sum_{i<j}L_{ij},\qquad
\langle S^2\rangle_{\rm lin}=\frac{b^2N(N+2)}{6(N+1)},$$
$$g_n=\frac{(n+1)[(3f-2)n+2]}{(fn+1)(fn+2)},\qquad g=\frac{3f-2}{f^2}.$$
Here $g_n$ is the star-to-linear ratio of $\langle S^2\rangle$ at the same $N$ and $b$, and $g$ is its long-arm limit.

### The example

The parameters are rough values for a vinyl-backbone resin in a chemically amplified resist. The bond is a Kuhn segment of length $b=1.8$ nm and molar mass 700 g/mol. The density is 1.1 g/cm³ and the film is 40 nm thick. The molecule has $N=24$ segments, hence a molar mass of $24\times700$ g/mol $=16.8$ kg/mol. The star has $f=4$ arms of $n=6$ segments.

The long-arm ratio is $g=(12-2)/16=0.625$. With the long-chain result $Nb^2/6$, the linear chain has
$$R_{\rm g}=1.8\ {\rm nm}\times\sqrt{24/6}=3.60\ {\rm nm},$$
and the star has $3.60\ {\rm nm}\times\sqrt{0.625}=2.85$ nm.

For the actual number of beads,
$$\frac{\langle S^2\rangle_{\rm lin}}{b^2}=\frac{24\times26}{6\times25}=4.160,\qquad
g_6=\frac{7\times62}{25\times26}=0.668 .$$
The star then has $\langle S^2\rangle/b^2=2.778$. The sizes are 3.67 nm for the linear chain and 3.00 nm for the star. The ratio exceeds $g$ by 6.8 % of $g$, while the leading correction (11) gives 7.5 %.

As a test, 40 000 conformations of each molecule were sampled with rigid, freely jointed bonds, and $S^2$ was computed from the bead coordinates. The averages were $4.162\pm0.010$ and $2.774\pm0.004$ in units of $b^2$, with ratio $0.667\pm0.002$. The uncertainties are one standard error. All three agree with the theorem.

### Changing the number of arms

The table holds $N=24$, $b$ and the segment volume fixed. The last column, $\phi_0$, is the segment volume fraction that ideal arms with Gaussian bonds would place at the core. It is derived below.

| $f$ | $n$ | $g$ | $g_n$ | $R_{\rm g}$ (nm) | $\phi_0$ |
|---:|---:|---:|---:|---:|---:|
| 2 | 12 | 1.000 | 1.000 | 3.67 | 0.24 |
| 3 | 8 | 0.778 | 0.803 | 3.29 | 0.35 |
| 4 | 6 | 0.625 | 0.668 | 3.00 | 0.44 |
| 6 | 4 | 0.444 | 0.508 | 2.62 | 0.60 |
| 8 | 3 | 0.344 | 0.418 | 2.37 | 0.74 |
| 12 | 2 | 0.236 | 0.323 | 2.09 | 0.97 |

The long-arm formula becomes worse down the table for two reasons: the arms become shorter, and the coefficient of $1/n$ in (11) grows with $f$. At $f=12$ the bead result is larger than $g$ by more than a third of $g$.

### Remark 4: crowding at the core

Suppose that the bonds are Gaussian. Each Cartesian component of the vector from the core to the $k$th bead of an arm then has variance $kb^2/3$. Its density at the core is the product of three one-dimensional Gaussian densities at zero, $(2\pi kb^2/3)^{-3/2}$. If a segment has volume $v_{\rm s}$, the arms give
$$\phi_0=fv_{\rm s}\sum_{k=1}^{n}\left(\frac3{2\pi kb^2}\right)^{3/2}. \tag{13}$$
The stated mass and density give $v_{\rm s}=1.06$ nm³, and $\phi_0=0.44$ for four arms.

This estimate leaves out the core bead and all neighbouring molecules. It also uses a Gaussian for the first bond, which places some weight right at the core. A rigid first bond cannot do so: for four arms of rigid, freely jointed bonds, the fraction averaged over a sphere of one segment volume around the core is only about half the Gaussian one. Equation (13) is thus a rough guide to the onset of crowding, not a density profile. For twelve arms it gives 0.97, about three quarters of which comes from the Gaussian first bonds, the term $k=1$ in (13). The number is therefore not a reliable local density, but it warns that the arms may no longer ignore one another. Repulsion near the core would tend to stretch them outward, so the ideal $R_{\rm g}$ in the last row should not be used as a prediction.

### Remark 5: stiffness of the arms

The Kuhn segment replaces a locally stiff backbone by free joints. To estimate what this hides, let each arm be a wormlike chain of contour length $a$ and persistence length $p$. Its unit tangents at contour separation $\tau$ have mean scalar product $e^{-\tau/p}$. Two points a contour distance $s$ apart on one arm have
$$W(s)=2\int_0^s(s-\tau)e^{-\tau/p}\,d\tau=2ps-2p^2\left(1-e^{-s/p}\right). \tag{14}$$
For long $s$ this grows as $2ps$, so matching to $b^2$ per segment of contour length $b$ requires $p=b/2=0.90$ nm.

Let the joint at the core be free. Mean squares on different arms then add, and the pair sum becomes an integral over the total contour $fa$:
$$\langle S^2\rangle=\frac{1}{f^2a^2}\left[f\int_0^a(a-s)W\,ds+f(f-1)a\int_0^aW\,ds\right].$$
The first term counts pairs on the same arm. In the second, $f(f-1)/2$ pairs of arms each contribute $\int_0^a\!\int_0^a[W(s)+W(t)]\,ds\,dt=2a\int_0^aW\,ds$.

If the exponential in (14) is dropped, the two integrals are $pa^3/3-p^2a^2$ and $pa^2-2p^2a$. Hence
$$\langle S^2\rangle\simeq\frac{3f-2}{3f}\,pa-\frac{2f-1}{f}\,p^2. \tag{15}$$
A linear wormlike chain of length $fa$ follows from the case of one arm: $\langle S^2\rangle\simeq pfa/3-p^2$. For $f=4$ the star loses $1.75\,p^2$ and the linear chain loses $p^2$, although the star is smaller to begin with. Stiffness of this kind therefore lowers the ratio.

With the exponentials retained, the example gives 3.49 nm for the linear chain and 2.61 nm for the star. The ratio is 0.559, below the long-arm value 0.625, while the bead model gives 0.668, above it. Stiffness does not account for this whole gap, because the two models also place the mass differently. Keep the rigid, freely jointed segments but spread their mass evenly along them. Two points on the same segment then have mean squared distance $b^2/6$, and two points on different segments with $k$ whole segments between them have $b^2(k+2/3)$. Summing over pairs gives $\langle S^2\rangle/b^2=3.837$ for the linear chain and 2.337 for the star, a ratio of 0.609. The split of the gap between stiffness and mass placement is not unique, because a rigid segment is itself locally stiff. This route assigns 54 % of the gap to lumping the mass into beads. Placing beads at contour spacing $b$ on the wormlike arms gives a ratio of 0.606 and assigns 43 %, and spreading the mass along Gaussian bonds gives 0.625 and assigns 39 %. The two effects are thus of comparable size. For rigid segments and such short arms, even the sign of the correction to $g$ depends on where the mass is placed. Part of the loss in the star comes from the free joint at the core, where the linear chain keeps its stiffness. This can be seen from (15) at $f=2$: the loss is $1.5\,p^2$ instead of $p^2$.

### Remark 6: unequal arms

Suppose the same 24 bonds are divided into arms of 3, 5, 7 and 9. Then $\sum_iw_i^2=164/576$ and $\sum_iw_i^3=1224/13824$, so (12) gives
$$g=3\times0.2847-2\times0.0885=0.677 .$$
The bead sum for these short arms gives 0.714, compared with 0.668 for equal arms. This spread of arm lengths thus raises $\langle S^2\rangle$ by about 7 % at fixed $N$ and $f$.

### Remark 7: the walls of the film

Let $x$ be the coordinate normal to a film of thickness $h$. Model the melt chain as a Gaussian path reflected at both walls, with uniform mean density across the film. After $s$ bonds a free path has variance $sb^2/3$ along $x$, so its distribution spreads by diffusion with coefficient $b^2/6$ per bond. With zero flux at the walls, the joint density of the two end coordinates is
$$P(x,x')=\frac1{h^2}\left[1+2\sum_{q=1}^{\infty}\cos\frac{q\pi x}h\cos\frac{q\pi x'}h\;e^{-q^2\pi^2sb^2/(6h^2)}\right].$$
The average $\langle xx'\rangle$ needs
$$\frac1h\int_0^hx\cos\frac{q\pi x}h\,dx=\frac{h[(-1)^q-1]}{q^2\pi^2},$$
which vanishes for even $q$ and equals $-2h/(q^2\pi^2)$ for odd $q$. Hence
$$\langle xx'\rangle=\frac{h^2}4+\sum_{q\ {\rm odd}}\frac{8h^2}{q^4\pi^4}\,e^{-q^2\pi^2sb^2/(6h^2)} .$$
At $s=0$ this is $\langle x^2\rangle$. Since $\langle(x-x')^2\rangle=2\langle x^2\rangle-2\langle xx'\rangle$,
$$\langle(x-x')^2\rangle=\sum_{q\ {\rm odd}}\frac{16h^2}{q^4\pi^4}\left[1-e^{-q^2\pi^2sb^2/(6h^2)}\right]. \tag{16}$$
The uniform distribution is preserved along the path, so (16) also holds for a path through the core, with $s=L_{ij}$. Summing it over pairs gives the normal part of $\langle S^2\rangle$. The two components in the plane of the film are unchanged.

At $h=40$ nm, averaged over all positions in the film, the normal component falls by 9.5 % for the linear chain and 7.3 % for the star. It carries one third of the unconfined $\langle S^2\rangle$, so the totals fall by about 3.2 % and 2.4 %. The ratio of the totals rises slightly, from 0.668 to 0.673.

### Remark 8: swelling in the developer

In a dense film, the repulsion between segments of one chain is largely screened by the other chains. A dissolved chain in a good solvent swells. To first order, let each pair of beads carry a short-range repulsion of excluded volume $v$. The statistical weight is then multiplied by $1-v\sum_{i<j}\delta(\mathbf r_{ij})$, with $\mathbf r_{ij}=\mathbf R_i-\mathbf R_j$. Dividing by the average weight and keeping terms linear in $v$ gives
$$\Delta\langle S^2\rangle=v\sum_{i<j}P_{ij}\left(\langle S^2\rangle-\langle S^2\rangle_{ij}\right). \tag{17}$$
Here $P_{ij}=[3/(2\pi L_{ij}b^2)]^{3/2}$ is the Gaussian contact density, and $\langle S^2\rangle_{ij}$ is the mean when beads $i$ and $j$ coincide. Contact makes the molecule smaller, so suppressing contacts makes it larger.

The loss on contact follows from Gaussian conditioning. Let $C_k$ be the covariance between one component of $\mathbf R_k-\mathbf R_{\rm c}$ and the same component of $\mathbf r_{ij}$. The latter has variance $L_{ij}b^2/3$. Fixing it at zero lowers the variance of the former by $C_k^2/(L_{ij}b^2/3)$. Three components and an average over beads give
$$\langle S^2\rangle-\langle S^2\rangle_{ij}=\frac{9}{ML_{ij}b^2}\sum_kC_k^2 .$$

For a rough choice $v=0.3$ nm³, or $v/b^3=0.051$, $\langle S^2\rangle$ rises by 8.5 % for the linear chain and 8.4 % for the star. About one fifth of each rise comes from beads joined by a single bond, whose repulsion could instead be counted as part of the segment length. The ratio changes only from 0.668 to 0.667. At this order and for this molecule, the effect nearly cancels from the ratio but not from either size. The first-order rises are somewhat too large: hard-core beads with the same excluded volume on Gaussian bonds give about 7.5 % for both molecules, roughly one percentage point less, with a ratio near 0.666. If $v$ were as large as the segment volume, the same formula would give a rise near 30 %, where a first-order result is no longer dependable.

### The model beside a real resist

The example is a molecule of 16.8 kg/mol in a film 40 nm thick. Its 3.0 nm star is the size of an ideal coil, not a measured value. The assumption of long, flexible arms is poor at this chain length: the local models above give ratios between about 0.56 and 0.67, depending on stiffness and on where the mass is placed. These are estimates and not bounds. Bulky side groups, a chemically large core and a spin-coated film that has not reached equilibrium can shift it further, and these are not estimated here. In an aqueous base developer, ionized groups also repel over longer distances than (17) allows. The ratio concerns coil size at equal mass. By itself it does not predict dissolution rate or line roughness, which also depend on chemistry, entanglement and processing. Most of the computed values are collected in the numerical output below.

## Computed values

```
Kuhn length b = 1.8 nm; bonds N = 24; arms f = 4; n = 6
segment mass = 700 g/mol; density = 1.1 g/cm3
chain mass = 16.8 kg/mol
segment volume = 1.057 nm3; film = 40 nm
long-arm ratio g = 0.6250
same-arm share = 0.0625; cross-arm = 0.5625
long-chain Rg linear = 3.600 nm
long-arm Rg star = 2.846 nm
exact <Rg^2>/b^2: linear 4.1600, star 2.7776
exact Rg: linear 3.671 nm, star 3.000 nm
exact finite-arm ratio = 0.6677
finite-arm excess over g = 6.83 %
leading-order excess = 7.50 %
sampled <Rg^2>/b^2 linear = 4.1618 +- 0.0102
sampled <Rg^2>/b^2 star = 2.7739 +- 0.0042
sampled ratio = 0.6665 +- 0.0019
table: f, n, long-arm g, exact g, exact Rg (nm), core fraction
   2 12 1.0000 1.0000 3.671 0.245
   3  8 0.7778 0.8031 3.290 0.346
   4  6 0.6250 0.6677 3.000 0.437
   6  4 0.4444 0.5077 2.616 0.599
   8  3 0.3438 0.4185 2.375 0.739
  12  2 0.2361 0.3231 2.087 0.971
unequal arms [3, 5, 7, 9]: long-arm g = 0.6771
unequal arms, exact finite ratio = 0.7138
wormlike persistence length = 0.90 nm
wormlike Rg: linear 3.490 nm, star 2.610 nm
wormlike ratio = 0.5594
film: normal Rg^2 loss, linear = 9.48 %
film: normal Rg^2 loss, star = 7.31 %
film: ratio of total <Rg^2> = 0.6727
developer: excluded volume = 0.3 nm3; v/b^3 = 0.0514
developer: Rg^2 swelling, linear = 8.51 %
developer: Rg^2 swelling, star = 8.36 %
developer: first-order swollen ratio = 0.6668
```
